# Minimum solute fraction for diffusion to sustain a parabolic external scale

## Definitions and conventions

A binary alloy A–B is covered by an external scale consisting of the oxide of B alone. The alloy fills \(x>0\), with the scale on the side \(x<0\). The symbols are:

- \(N(x,t)\): mole fraction of B in the alloy; \(N_0\) is its bulk value and \(N_i\) its value at the metal surface.
- \(D\): interdiffusion coefficient of the alloy, which is single-phase; it is taken as constant.
- \(V_m\): molar volume of the alloy, so that the concentration of B is \(N/V_m\).
- \(V_{ox}\): volume of oxide per mole of B. If a formula unit holds two B atoms, \(V_{ox}\) is half the molar volume of the formula unit.
- \(X(t)\): scale thickness.
- \(k_p\): parabolic constant, defined by

\[
\frac{dX}{dt}=\frac{k_p}{X}. \tag{1}
\]

Multiplying (1) by \(2X\) gives \(d(X^2)/dt=2k_p\). A scale grown from zero thickness therefore obeys \(X^2=2k_pt\). If data are reported as \(X^2=k't\), then \(k'=2k_p\).

The surface fraction cannot fall below some lowest admissible value \(N_c\). This is zero at the least, and larger if the oxide of B loses its stability against the metal, or against the oxide of A, at a finite fraction. For a very stable oxide \(N_c\approx0\).

The question is how large \(N_0\) must be for diffusion to deliver B at the rate that (1) demands, for all time. Three assumptions hold until they are lifted: the metal is semi-infinite, \(k_p\) does not depend on \(N_i\), and the metal surface stays at \(x=0\). The last is the neglect of recession: B leaves the alloy, but the surface does not move.

## Simple case: a scale grown from zero thickness

**Demand.** Growth by \(dX\) binds \(dX/V_{ox}\) moles of B per unit area. With \(X=\sqrt{2k_pt}\),

\[
J(t)=\frac{1}{V_{ox}}\frac{dX}{dt}=\frac{1}{V_{ox}}\frac{k_p}{\sqrt{2k_pt}}
=\frac{1}{V_{ox}}\sqrt{\frac{k_p}{2t}}. \tag{2}
\]

**Supply.** Let the surface fraction have a constant value \(N_i\); the next section shows that this is a consequence of (2). We solve

\[
\frac{\partial N}{\partial t}=D\frac{\partial^2N}{\partial x^2},\qquad N(0,t)=N_i,\qquad N(\infty,t)=N(x,0)=N_0 .
\]

The problem contains no fixed length, so we try \(N=f(\eta)\) with \(\eta=x/(2\sqrt{Dt})\). Since \(\partial\eta/\partial t=-\eta/(2t)\) and \(\partial\eta/\partial x=1/(2\sqrt{Dt})\),

\[
-\frac{\eta}{2t}f'=D\,\frac{f''}{4Dt}\quad\Longrightarrow\quad f''=-2\eta f'. \tag{3}
\]

Hence \(f'=Ce^{-\eta^2}\). Integrating from \(0\) to \(\infty\) must give \(N_0-N_i\), and \(\int_0^\infty e^{-\eta^2}d\eta=\sqrt\pi/2\), so \(C=2(N_0-N_i)/\sqrt\pi\). The profile is

\[
N=N_i+(N_0-N_i)\,\mathrm{erf}\!\left(\frac{x}{2\sqrt{Dt}}\right).
\]

Its surface gradient is \(C/(2\sqrt{Dt})=(N_0-N_i)/\sqrt{\pi Dt}\). The fraction rises into the metal, so B flows towards the scale, at the rate

\[
J_{\rm supply}=\frac{D}{V_m}\left.\frac{\partial N}{\partial x}\right|_{0}
=\frac{N_0-N_i}{V_m}\sqrt{\frac{D}{\pi t}}. \tag{4}
\]

**Balance.** Demand and supply both vary as \(t^{-1/2}\). Equating (2) and (4), cancelling \(t^{-1/2}\) and multiplying by \(V_m\sqrt{\pi/D}\) gives

\[
N_0-N_i=\frac{V_m}{V_{ox}}\sqrt{\frac{\pi k_p}{2D}}\equiv N_{min}. \tag{5}
\]

The right side is the depletion that the growth imposes on the surface. On a fixed surface it does not depend on \(N_0\): a richer alloy has a higher surface fraction, not a larger flux. With a receding surface, equation (16) below, the depletion does depend on \(N_0\). The requirement \(N_i\ge N_c\) becomes

\[
\boxed{\,N_0\ge N_c+N_{min},\qquad N_{min}=\frac{V_m}{V_{ox}}\sqrt{\frac{\pi k_p}{2D}}\,} \tag{6}
\]

For \(N_c=0\), \(N_{min}\) is itself the minimum solute fraction.

**Limits.** As \(k_p/D\to0\), \(N_{min}\) vanishes and the threshold falls to \(N_c\): a slow scale or fast diffusion makes little demand on the alloy. The dependence is a square root, so a fourfold increase of \(k_p\) doubles \(N_{min}\). If \(k_p\) and \(D\) follow Arrhenius laws with activation energies \(Q_k\) and \(Q_D\), and the volumes are constant, then \(N_{min}\propto\exp[-(Q_k-Q_D)/(2RT)]\), with \(R\) the gas constant and \(T\) the temperature. Heating then raises \(N_{min}\) if \(Q_k>Q_D\) and lowers it if \(Q_k<Q_D\). The threshold moves the same way if \(N_c\) is zero or does not depend on temperature.

## First generalization: any demand

To remove the assumption of constant \(N_i\), we prescribe the demand \(J(t)\) and calculate the surface fraction.

Suppose that \(m\) moles of B per unit area are withdrawn at the surface at time \(\tau\), and nothing afterwards. With \(s=t-\tau\), the fall in mole fraction is

\[
g(x,s)=\frac{mV_m}{\sqrt{\pi Ds}}\,e^{-x^2/(4Ds)} . \tag{7}
\]

Three properties confirm this. First, differentiation gives

\[
\frac{\partial g}{\partial s}=g\left(\frac{x^2}{4Ds^2}-\frac1{2s}\right),\qquad
D\frac{\partial^2g}{\partial x^2}=Dg\left(\frac{x^2}{4D^2s^2}-\frac1{2Ds}\right),
\]

and the two are equal. Second, \(\partial g/\partial x=-xg/(2Ds)\) vanishes at \(x=0\), so no further B crosses the surface. Third, \(\int_0^\infty e^{-x^2/(4Ds)}dx=\sqrt{\pi Ds}\), so the missing amount \(\int_0^\infty (g/V_m)\,dx\) equals \(m\).

The diffusion equation is linear, so withdrawals \(m=J(\tau)\,d\tau\) add. At \(x=0\),

\[
N_0-N(0,t)=\frac{V_m}{\sqrt{\pi D}}\int_0^t\frac{J(\tau)}{\sqrt{t-\tau}}\,d\tau . \tag{8}
\]

The Gaussian in (7) is largest at \(x=0\), so for \(J\ge0\) the surface is the poorest place in the alloy. It suffices to watch the surface.

**Test on the simple case.** Inserting (2) leaves the integral of \(1/\sqrt{\tau(t-\tau)}\). With \(\tau=t\sin^2\theta\), \(d\tau=2t\sin\theta\cos\theta\,d\theta\), and the square root is \(t\sin\theta\cos\theta\), so

\[
\int_0^t\frac{d\tau}{\sqrt{\tau(t-\tau)}}=\int_0^{\pi/2}2\,d\theta=\pi .
\]

The depletion is then

\[
\frac{V_m}{\sqrt{\pi D}}\,\frac{1}{V_{ox}}\sqrt{\frac{k_p}{2}}\;\pi=\frac{V_m}{V_{ox}}\sqrt{\frac{\pi k_p}{2D}}=N_{min},
\]

which is constant and agrees with (5). Parabolic growth from zero thickness thus fixes the surface fraction from the start. If \(N_0<N_c+N_{min}\), the demand would put the surface below \(N_c\) at every \(t>0\).

**Test on constant demand.** For \(J=J_0\) the integral in (8) is \(2J_0\sqrt t\), and the depletion is \(2V_mJ_0\sqrt{t/(\pi D)}\). It grows without bound, so no alloy can meet a constant demand for ever. A lasting threshold exists here because the demand of parabolic growth falls as \(t^{-1/2}\), which is just fast enough to keep the depletion in (8) bounded.

## Second generalization: a scale already present

Let the scale have thickness \(X_0\) at \(t=0\), on an alloy that is still uniform. This describes a scale laid down from outside. Integrating (1) gives

\[
X^2=X_0^2+2k_pt=2k_p(t+a),\qquad a=\frac{X_0^2}{2k_p}, \tag{9}
\]

where \(a\) is the time the scale would have needed to grow to \(X_0\) by itself. The demand is

\[
J(\tau)=\frac{k_p}{V_{ox}X(\tau)}=\frac1{V_{ox}}\sqrt{\frac{k_p}{2(\tau+a)}} .
\]

Equation (8) now requires the integral of \(1/\sqrt{(\tau+a)(t-\tau)}\). Put \(\tau+a=(t+a)\sin^2\theta\). Then \(t-\tau=(t+a)\cos^2\theta\), and the integrand again reduces to \(2\,d\theta\). The upper limit is \(\pi/2\); the lower limit \(\theta_0\) satisfies \(\sin\theta_0=\sqrt{a/(t+a)}\). The angle \(\varphi=\pi/2-\theta_0\) has \(\cos\varphi=\sqrt{a/(t+a)}\), hence \(\tan\varphi=\sqrt{t/a}\), and the integral is \(2\varphi\). The prefactor is \((V_m/V_{ox})\sqrt{k_p/(2\pi D)}=N_{min}/\pi\), so

\[
N_0-N(0,t)=N_{min}\,\frac2\pi\arctan\sqrt{\frac ta}. \tag{10}
\]

The depletion rises steadily towards \(N_{min}\) and does not reach it at any finite time. An alloy with \(N_0\ge N_c+N_{min}\) therefore sustains the scale for ever, and one with less eventually fails. Criterion (6) is unchanged; the initial thickness only postpones failure.

For \(N_c<N_0<N_c+N_{min}\), failure occurs when the right side of (10) equals \(N_0-N_c\). Solving for the time,

\[
t_f=a\tan^2\alpha,\qquad \alpha=\frac{\pi(N_0-N_c)}{2N_{min}}. \tag{11}
\]

The thickness at that moment follows from (9), since \(1+\tan^2\alpha=1/\cos^2\alpha\):

\[
X_f=X_0\sqrt{1+t_f/a}=\frac{X_0}{\cos\alpha}. \tag{12}
\]

**Short times.** For \(t\ll a\), \(\arctan\sqrt{t/a}\approx\sqrt{t/a}=\sqrt{2k_pt}/X_0\), and (10) becomes

\[
N_0-N(0,t)\approx\frac{V_m}{V_{ox}}\,\frac{2k_p}{X_0}\sqrt{\frac{t}{\pi D}} .
\]

This is the constant-demand result with \(J_0=k_p/(V_{ox}X_0)\), as it should be while the thickness has hardly changed.

**Long times.** For \(t\gg a\), \(\arctan\sqrt{t/a}=\pi/2-\arctan\sqrt{a/t}\), so the depletion falls short of \(N_{min}\) by about

\[
N_{min}\frac2\pi\sqrt{\frac at}=\frac{V_m}{V_{ox}}\frac{X_0}{\sqrt{\pi Dt}} . \tag{13}
\]

By (7), this is the depletion that a withdrawal of \(X_0/V_{ox}\) moles per unit area would have left at the surface. The shortfall is the B in the initial scale, which the alloy did not have to supply.

**An alloy already depleted.** A scale that grew out of the alloy leaves an initial deficit. By linearity, this deficit adds a non-negative depletion to (10), which at long times decays as \(t^{-1/2}\) if the missing amount is finite. An alloy below the threshold still fails. An alloy above it may, however, fail temporarily if an earlier scale has been lost: the deficit it left in the alloy remains, while the thin new scale again makes a high demand. In that case (6) is necessary but not sufficient. For a scale grown from zero thickness on a uniform alloy, at constant \(k_p\) and without loss, the first case applies and (6) is both.

## Third generalization: what neglecting recession costs

Removing B shrinks the metal. Let A and B have equal partial molar volumes \(V_m\), let only B be removed, and let the surface lie at \(x=\xi(t)\), with speed \(v=d\xi/dt\) into the metal. The distant alloy is at rest.

The gradient of A is opposite to that of B, so A diffuses into the metal with flux \((D/V_m)\,\partial N/\partial x\). No A may cross the moving surface, so this flux must carry away the A that the surface would otherwise overtake:

\[
D\left.\frac{\partial N}{\partial x}\right|_{\xi}=(1-N_i)\,v . \tag{14}
\]

The B leaving the alloy consists of the diffusive supply and the B overtaken by the surface:

\[
J=\frac1{V_m}\left(D\left.\frac{\partial N}{\partial x}\right|_\xi+N_iv\right)=\frac{v}{V_m}.
\]

Since \(J=(dX/dt)/V_{ox}\), we have \(v=(V_m/V_{ox})\,dX/dt\). For growth from zero thickness,

\[
\xi=\frac{V_m}{V_{ox}}\sqrt{2k_pt}=2u\sqrt{Dt},\qquad u=\frac{V_m}{V_{ox}}\sqrt{\frac{k_p}{2D}} . \tag{15}
\]

The surface sits at the fixed value \(\eta=u\), and equation (3) still holds. Its solution with \(f(u)=N_i\) and \(f(\infty)=N_0\) is

\[
N=N_0-(N_0-N_i)\frac{\mathrm{erfc}\,\eta}{\mathrm{erfc}\,u},\qquad
\left.\frac{\partial N}{\partial x}\right|_\xi=\frac{N_0-N_i}{\sqrt{\pi Dt}}\,\frac{e^{-u^2}}{\mathrm{erfc}\,u}.
\]

Inserting this and \(v=u\sqrt{D/t}\) in (14) and cancelling \(\sqrt{D/t}\) gives

\[
\frac{N_0-N_i}{1-N_i}=\sqrt\pi\,u\,e^{u^2}\mathrm{erfc}\,u\equiv F(u). \tag{16}
\]

For \(N_i=0\) the threshold is \(F(u)\), whereas (5) reads \(N_{min}=\sqrt\pi\,u\).

**Small-\(u\) limit.** Substituting \(s=u+y\) in the definition of erfc,

\[
e^{u^2}\mathrm{erfc}\,u=\frac2{\sqrt\pi}\int_0^\infty e^{-y^2-2uy}\,dy=1-\frac{2u}{\sqrt\pi}+O(u^2).
\]

For \(u>0\) the integral is below \(\sqrt\pi/2\), its value at \(u=0\), so the left side is below 1 and the fixed surface overestimates the threshold. The reason is that the moving surface advances into less depleted metal and keeps the gradient steeper. For \(N_c=0\) the relative overestimate is, to leading order, \(2u/\sqrt\pi=2N_{min}/\pi\). For \(N_c>0\), (16) gives the threshold \(N_c+(1-N_c)F(u)\), which still lies below (6), but this estimate of the gap no longer applies. The depletion is \((1-N_i)F(u)\), so the fixed surface overestimates it by a factor close to \(1/(1-N_i)\) even as \(u\to0\).

**Large-\(u\) limit.** In \(\mathrm{erfc}\,u=(2/\sqrt\pi)\int_u^\infty e^{-s^2}ds\), the factor \(s/u\) exceeds 1 inside the range. Inserting it gives \(\mathrm{erfc}\,u<e^{-u^2}/(\sqrt\pi\,u)\), hence \(F(u)<1\). The receding-surface threshold stays a possible mole fraction, while \(\sqrt\pi\,u\) grows past 1. Where the fixed-surface result equals 1, the receding-surface result is 0.584. A value of \(N_{min}\) near 1 thus shows that the approximation has failed, not that no alloy will serve.

## Worked example

The parameters are round model values in SI units, attached to no material; atomic units would be unnatural for growth over hours. We take \(D=1.0\times10^{-15}\) m²/s, \(k_p=2.0\times10^{-17}\) m²/s, \(V_m=7.0\) cm³/mol, \(V_{ox}=14.0\) cm³ per mole of B, and \(N_c=0\). Then \(V_m/V_{ox}=0.500\), \(k_p/D=0.0200\), and

\[
N_{min}=0.500\sqrt{\frac{\pi\times0.0200}{2}}=0.0886,
\]

or 8.86 at.%.

**A richer alloy, \(N_0=0.120\), scale grown from zero.** The surface fraction is \(0.120-0.0886=0.0314\), constant in time. After \(1.0\times10^5\) s (27.8 h) the scale is 2.00 µm thick, and the diffusion length \(2\sqrt{Dt}\) is 20.0 µm. The demand is

\[
J=\frac{1}{1.40\times10^{-5}}\sqrt{\frac{2.0\times10^{-17}}{2\times10^{5}}}=7.14\times10^{-7}\ \text{mol m}^{-2}\,\text{s}^{-1}.
\]

The supply from (4) has the same value, as it must, because the surface fraction came from the balance.

**A poorer alloy, \(N_0=0.060\), under an initial scale of 1.00 µm.** Here

\[
a=\frac{(1.00\times10^{-6})^2}{2\times2.0\times10^{-17}}=2.50\times10^4\ \text{s},\qquad
\alpha=\frac{\pi\times0.060}{2\times0.08862}=1.0635 .
\]

Equations (11) and (12) give \(t_f=8.09\times10^4\) s (22.5 h) and \(X_f=2.06\) µm. The scale roughly doubles in thickness before the surface runs out of B. Without the initial scale, this alloy could not have met the demand at any time.

This case was also tested by solving the diffusion equation with finite differences, the demand coming from stepwise integration of (1). The surface fraction reached zero at \(8.0915\times10^4\) s, against \(8.0914\times10^4\) s from (11). At \(t=a\) the depletion was 0.49999 of \(N_{min}\), where (10) gives one half. Quadrature of (8) gives 0.937 of \(N_{min}\) at \(t=100a\) and 0.994 at \(t=10^4a\). The approach is slow, as (13) requires, so an alloy just below the threshold can carry an initial scale for a time very long compared with \(a\).

**Recession.** Here \(u=0.0500\), and the surface has moved 1.00 µm at the reference time. Equation (16) with \(N_i=0\) gives a threshold of 0.0838. The fixed-surface value is 5.7 % higher, relative to the receding one; the leading estimate \(2N_{min}/\pi\) gives 5.6 %. Other quantities shift more than the threshold does. For the richer alloy, (16) gives \(N_i=(0.120-0.0838)/(1-0.0838)=0.0395\) in place of 0.0314. For the poorer alloy under its initial scale, a receding surface moves failure from 22.5 h to about 27.5 h. In these cases neglecting recession errs on the safe side. The remaining values are in the numerical output.

## Conditions of validity

**Dependence of \(k_p\) on the surface.** Depletion may lower the driving force for growth. For a scale grown from zero, a constant \(N_i\) still goes with a constant \(k_p\), and (5) becomes an implicit equation,

\[
N_0=N_i+\frac{V_m}{V_{ox}}\sqrt{\frac{\pi k_p(N_i)}{2D}} .
\]

An alloy below the threshold for one value of \(k_p\) may then carry a scale that grows more slowly. If \(k_p\) falls continuously to zero as \(N_i\to N_c\), the right side equals \(N_c\) at \(N_i=N_c\) and is at least \(N_0\) at \(N_i=N_0\). A solution then exists for every \(N_0>N_c\), and supply sets no threshold above \(N_c\). Criterion (6) concerns growth at the stated \(k_p\).

**Finite specimens.** For metal of thickness \(L\) behind the surface, the analysis holds well while \(2\sqrt{Dt}\) does not exceed \(L\). For growth from zero thickness on a fixed surface, the depletion at \(2\sqrt{Dt}=L\) is only about 1 % above (5), but it rises quickly afterwards. In the fixed-surface model the metal holds \(N_0L/V_m\) moles of B per unit area, so the growth cannot exceed \(X-X_0=N_0LV_{ox}/V_m\), however rich the alloy.

**Supply is not formation.** Equation (6) presupposes a continuous external scale. Whether one forms in the first place depends also on oxygen entering the alloy and precipitating oxide inside it, which this balance does not contain. An alloy may satisfy (6) and still oxidize internally if the scale was never established.

## Numbers as computed

```
Diffusivity D = 1.0e-15 m^2/s
Parabolic constant kp = 2.0e-17 m^2/s
Alloy molar volume Vm = 7.0 cm^3/mol
Oxide volume per mole of solute Vox = 14.0 cm^3/mol
Volume ratio Vm/Vox = 0.500
Ratio kp/D = 0.0200
Threshold, fixed surface, N_min = 0.08862 (mole fraction)
Threshold in percent = 8.86 at.%
Reference time = 1.0e+05 s = 27.78 h
Scale thickness then (from X=0) = 2.000 micrometre
Diffusion length 2 sqrt(D t) then = 20.00 micrometre
Solute demand then = 7.1429e-07 mol/(m^2 s)
Solute supply then, rich alloy = 7.1429e-07 mol/(m^2 s)
Rich alloy bulk fraction = 0.120
Rich alloy surface fraction = 0.03138
Poor alloy bulk fraction = 0.060
Initial scale thickness X0 = 1.00 micrometre
Time constant a = X0^2/(2 kp) = 2.5000e+04 s
Angle pi*N0/(2*N_min), poor alloy = 1.0635 rad
Failure time, formula = 8.0914e+04 s = 22.48 h
Failure time, finite differences = 8.0915e+04 s
Failure thickness, formula = 2.0583 micrometre
Failure thickness, finite differences = 2.0583 micrometre
Depletion/N_min at t=a, finite differences = 0.49999
Depletion/N_min at t/a = 0.1, quadrature = 0.19498
Depletion/N_min at t/a = 1, quadrature = 0.50000
Depletion/N_min at t/a = 10, quadrature = 0.80502
Depletion/N_min at t/a = 100, quadrature = 0.93655
Depletion/N_min at t/a = 10000, quadrature = 0.99363
Recession parameter u = 0.0500
Metal recession at reference time = 1.000 micrometre
Threshold with recession = 0.08384 (mole fraction)
Overestimate by fixed surface = 5.71 %
Leading estimate 2*N_min/pi = 5.64 %
Receding threshold where fixed result is 1 = 0.5842
```
